# Density scaling of ion histories and its loss under an impact cutoff

**Question.** An ion slows down in a random medium of atomic density $N$. Why do all lengths in its history scale exactly as $1/N$ when the cross sections are fixed, and why does the scaling fail when collisions are cut off at an impact parameter proportional to $N^{-1/3}$?

**Answer.** Density enters the fixed-cross-section model only by setting how much path the ion needs to meet a given number of atoms. Measured in atoms per unit area, that path has no density left in it. A cutoff tied to the atomic spacing does something further: it changes which collisions exist.

## The medium in which the scaling is exact

Let $p$ be the impact parameter and $R$ the largest value kept. The total cross section is then $\sigma=\pi R^2$. Four assumptions define the model.

- Each flight passes through freshly drawn Poisson atoms, with no memory of earlier flights.
- Collisions are binary and turn the ion at a point.
- The reach $R$, the scattering law, the electronic stopping cross section $S_e(E)$, the starting energy and the stopping energy $E_f$ do not depend on $N$.
- The medium is infinite and uniform. If there are surfaces or layers, their positions must be scaled by $1/N$ as well.

In a short path $ds$ the ion sweeps a volume $\sigma\,ds$ and meets an atom with probability $N\sigma\,ds$. The probability $P(s)$ of no collision up to $s$ therefore obeys

$$
\frac{dP}{ds}=-N\sigma P,\qquad P(0)=1,\qquad P(s)=e^{-N\sigma s}.
$$

Define the scaled path $\eta=Ns$, in atoms per area. The density of free paths gives

$$
N\sigma e^{-N\sigma s}\,ds=\sigma e^{-\sigma\eta}\,d\eta ,
$$

because $N\,ds=d\eta$. The law of $\eta$ does not contain $N$.

The other ingredients do not contain it either. Between collisions, electronic loss is $dE/ds=-NS_e(E)$, so

$$
\frac{dE}{d\eta}=-S_e(E).
$$

At a collision, equal areas of the disc of radius $R$ are equally likely. Hence $p^2$ is uniform between $0$ and $R^2$, and the azimuth is uniform. The energy transfer and the deflection follow from $E$ and $p$ alone.

Now suppose that scaled position, energy and direction have an $N$-free joint law after some collision. The next scaled flight, the loss along it and the next collision all have $N$-free laws given that state. The joint law after the next collision is then $N$-free too. The starting state has this property, so by induction the whole history has it. In a simulation the same random numbers give, at two densities, trajectories related by

$$
N_1\mathbf r_1=N_2\mathbf r_2 .
$$

This covers means, spreads and complete depth distributions.

The lack of memory matters. Suppose instead that the atoms are fixed once and for all, and that the ion turns through a right angle after a flight longer than $R$. Let the first tube run along negative $x$ and the second along positive $y$. At height $z$, both tubes contain the square of side $\sqrt{R^2-z^2}$, so their common volume is

$$
\int_{-R}^{R}(R^2-z^2)\,dz=2R^3-\frac{2R^3}{3}=\frac{4R^3}{3}.
$$

Before anything is known about the first flight, this volume holds on average $4NR^3/3$ atoms. A first flight without a collision shows that it is empty, so the second flight starts with fewer atoms in its way than a fresh draw would give. For this right-angle turn, the size of the memory is set by the dimensionless number $4NR^3/3$, which depends on $N$ at fixed $R$. A smaller turn gives a smaller overlap. A frozen Poisson medium therefore does not obey the exact law; it approaches it when $NR^3\ll1$.

## An equation for the mean depth

Let $X(E)=N\langle x\rangle$, where $x$ is the final displacement along the direction that the ion has at energy $E$. Follow the ion over a small scaled path $d\eta$. It advances by $d\eta$ and loses $S_e\,d\eta$. With probability $2\pi p\,dp\,d\eta$ it also has a collision at impact parameter $p$, loses energy $T$, and turns through the laboratory angle $\psi$. After averaging over azimuth, the later displacement contributes $\cos\psi\,X(E-T)$ along the old direction. Thus

$$
\begin{aligned}
X(E)={}&d\eta+(1-\sigma d\eta)X(E-S_e d\eta)\\
&+d\eta\int_0^R2\pi p\,\cos\psi\,X(E-T)\,dp .
\end{aligned}
$$

To first order, $X(E-S_ed\eta)=X(E)-S_eX'(E)d\eta$. Cancel $X(E)$, divide by $d\eta$, and write $\sigma=\int_0^R2\pi p\,dp$:

$$
1=S_e\frac{dX}{dE}+\int_0^R2\pi p\left[X(E)-\cos\psi\,X(E-T)\right]dp .
$$

The boundary condition is $X(E)=0$ for $E\le E_f$. There is no $N$ in this equation if $R$ is fixed, so $\langle x\rangle=X/N$.

## What the cutoff changes

One geometric choice gives each atom a cylinder of length $N^{-1/3}$ and volume $1/N$. Its radius $p_c$ follows from

$$
\pi p_c^2N^{-1/3}=\frac1N,\qquad
p_c=\frac{N^{-1/3}}{\sqrt\pi}.
$$

Here the free paths remain exponential, with total cross section $\pi p_c^2=N^{-2/3}$. The mean free path is

$$
\frac{1}{N\,N^{-2/3}}=N^{-1/3},
$$

instead of being proportional to $N^{-1}$.

That change of mean free path is not by itself the cause of the failure. A collision with $T=0$ and $\psi=0$ contributes $X(E)-X(E)=0$ to the integral. Adding or removing such null collisions leaves $X$ unchanged. The same is true of the full history, apart from the labels placed on null events: independent random deletion of events from a Poisson process leaves a Poisson process of the real events. If all scattering ends at a fixed radius $b$ smaller than both cutoffs, the real events have cross section $\pi b^2$ at either density. The scaling then holds although the mean free path between all events varies as $N^{-1/3}$. This argument needs exponential flights. If every flight instead has the fixed length $N^{-1/3}$, the scaled distance between real events is a geometric number of steps. Its mean is still $1/\pi b^2$, but its relative variance is $1-\pi b^2N^{2/3}$. The flight length alone then changes the spread of scaled depth. In the null-collision case below, with $b=0.09$ nm, fixed flights leave the mean near 356 nm$^{-2}$ at both densities but give standard deviations of 91 and 74 nm$^{-2}$, against about 120 nm$^{-2}$ at both densities for exponential flights.

What breaks the scaling is real scattering in the region that the cutoff removes. Define the nuclear stopping cross section

$$
S_c(E,N)=\int_0^{p_c(N)}2\pi p\,T(E,p)\,dp .
$$

Since $\ln p_c=-\frac13\ln N+\text{constant}$, we have $dp_c/d\ln N=-p_c/3$. Differentiating the upper limit gives

$$
\frac{dS_c}{d\ln N}=2\pi p_cT(E,p_c)\left(-\frac{p_c}{3}\right),
$$

and hence

$$
\frac{d\ln S_c}{d\ln N}
=-\frac23\,\frac{\pi p_c^2\,T(E,p_c)}{S_c}.
$$

The sign is negative because $T(E,p_c)>0$. A denser medium has a smaller cutoff and less nuclear stopping per atom. If fluctuations are ignored, the scaled path is $\int dE/(S_e+S_c)$, which then grows. The actual length still falls with density if this growth is slower than in proportion to $N$.

The failure fades when the cutoff reaches far into the weak tail of the potential. For a potential proportional to $r^{-m}$ with $m>1$, the small deflection at fixed energy varies as $p^{-m}$, and $T$ varies as its square. With $T=Cp^{-2m}$, the missing stopping is

$$
\int_{p_c}^{\infty}2\pi C p^{1-2m}\,dp
=\frac{\pi C}{m-1}p_c^{2-2m}
\propto N^{2(m-1)/3}.
$$

It vanishes as $N\to0$. An exponentially screened potential has a still shorter tail.

## Arsenic in amorphous carbon

Take arsenic ions of 1 keV in amorphous carbon, and stop each history at 50 eV. The two densities are 90 and 160 nm$^{-3}$, or 1.80 and 3.19 g/cm$^3$. The fixed-cross-section model uses $R=0.30$ nm at both densities.

Let $M_1,M_2$ be the ion and atom masses and $\theta$ the scattering angle in the centre-of-mass frame. An ion of speed $v$ gives that frame the speed $V_0=M_1v/(M_1+M_2)$. The struck atom starts with velocity $-V_0$ in this frame and ends with the same speed, turned through $\theta$. Its laboratory speed is therefore $2V_0\sin(\theta/2)$, and

$$
T=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2 .
$$

The ion's final velocity is $V_0$ plus a vector of length $M_2v/(M_1+M_2)$ turned through $\theta$. Dividing its forward component by its length gives

$$
\cos\psi=\frac{M_1+M_2\cos\theta}
{\sqrt{M_1^2+M_2^2+2M_1M_2\cos\theta}} .
$$

For a potential $U(r)$ and centre-of-mass energy $E_c=EM_2/(M_1+M_2)$, angular momentum gives $d\varphi/dt=pv/r^2$. Energy conservation gives $|dr/dt|=v\sqrt{1-U/E_c-p^2/r^2}$. Dividing, and counting the inward and outward halves of the orbit, yields

$$
\theta=\pi-2p\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-U(r)/E_c-p^2/r^2}},
$$

where the root vanishes at the closest approach $r_0$. The potential is the ZBL universal potential $U=(Z_1Z_2e^2/4\pi\varepsilon_0r)\,\phi(r/a)$, with

$$
\begin{aligned}
\phi(y)={}&0.18175e^{-3.1998y}+0.50986e^{-0.94229y}\\
&+0.28022e^{-0.4029y}+0.02817e^{-0.20162y},
\end{aligned}
$$

and $a=0.8854a_B/(Z_1^{0.23}+Z_2^{0.23})=0.0125$ nm, where $a_B$ is the Bohr radius. Electronic loss follows the Lindhard–Scharff formula,

$$
S_e=8\pi\frac{e^2}{4\pi\varepsilon_0}a_B
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_B},
$$

with $v_B$ the Bohr speed. At 1 keV it gives 0.31 eV nm$^2$.

The equation for $X$ was solved as a linear system on a grid in $\sqrt E$, with numerical quadrature over $p$. For fixed $R$ it gives $X=255$ nm$^{-2}$. The mean depths are

$$
\frac{255}{90}=2.83\ \text{nm},\qquad
\frac{255}{160}=1.59\ \text{nm}.
$$

With the density-dependent cutoff, $p_c$ is 0.126 nm at the lower density and 0.104 nm at the higher one. The scaled depths become 285 and 317 nm$^{-2}$, and the mean depths 3.17 and 1.98 nm. Rescaling the denser result to the lower density would give $317/90=3.52$ nm. This is 11% above the depth of 3.17 nm calculated there with the same cutoff rule. Relative to the fixed-$R$ model, the cutoff lengthens the mean depth by 12% at the lower density and by 24% at the higher.

The local stopping formula shows where this comes from. At the lower density $\pi p_c^2=(0.2231\ \text{nm})^2=0.0498$ nm$^2$. At 1 keV, $T(p_c)=8.48$ eV and $S_c=5.01$ eV nm$^2$, so

$$
-\frac23\frac{0.0498\times8.48}{5.01}=-0.056 .
$$

At 200 eV, the transfer at the edge is 12.7 eV and $S_c=2.04$ eV nm$^2$; the exponent is $-0.21$. The cutoff matters more at the lower of these energies. Between the two densities, the scaled mean depth itself grows on average as $N^{0.19}$. This exponent belongs to whole histories down to 50 eV, including deflections and fluctuations, and need not equal either local stopping exponent.

To separate the causes at the lower density, restore the energy loss of collisions between $p_c$ and $R$, but not their deflection. The scaled depth then exceeds the fixed-$R$ value by 5.6% of the original cutoff-induced increase. In this order of restoration, missing energy loss accounts for the other 94%.

Null collisions give the contrasting case. Let scattering end at 0.09 nm for both densities, while events are still drawn out to $p_c$. Monte Carlo runs of 30,000 histories give scaled depths of 353 and 355 nm$^{-2}$, and the equation gives 355 nm$^{-2}$. The mean free paths are nevertheless 0.223 and 0.184 nm. In the dilute limit, dividing both densities by 27 makes both cutoffs three times larger. With the full potential, the average depth exponent falls from 0.19 to about 0.0003.

## What the numbers say about a real film

The two densities roughly span low-density to dense amorphous carbon, a material used for implantation masks. An energy of 1 keV belongs to very shallow implantation; masks can also face much higher energies. Real films may contain hydrogen, and their bonding changes with density, so fixed cross sections are themselves an approximation.

Some omissions are small here. With the other settings fixed, raising electronic stopping by 20% shortens the fixed-$R$ depth by 1.0%, and extending $R$ to 0.40 nm shortens it by 0.03%. The classical mean kinetic energy of an atom at 300 K is 0.039 eV. Zero-point motion raises the kinetic energy of a carbon atom to at most about 0.1 eV, still far below 50 eV. None of the 30,000 fixed-$R$ histories at the lower density crossed back through the entry plane. A dose of $10^{15}$ cm$^{-2}$, spread over the mean depth, adds about 4% arsenic relative to carbon, which the model ignores.

The end of the path is less secure. Lowering the stopping energy to 25 eV increases the fixed-$R$ depth by 7.7% and changes the cutoff rescaling error from 11% to 13%. At 50 eV, the centre-of-mass energy is 6.9 eV, while the potential at the lower-density cutoff is 19.5 eV. Collisions near that edge cannot be treated as weak.

The Poisson binary model also has structural faults. At the lower density, a sphere of radius $R$ contains on average 10 atoms, so distant encounters overlap. The right-angle overlap $4NR^3/3$ would be 3.2 atoms, but it does not measure the memory here. Arsenic is much heavier than carbon, so one collision turns it by at most $\arcsin(M_2/M_1)=9.2^\circ$, and the tubes of two successive flights then share fewer than 0.3 atoms on average. A Poisson atom also has a 64% chance of a neighbour within 0.14 nm, roughly a carbon bond length. Such neighbours can lie at any smaller separation in the model, whereas repulsion keeps the atoms of a real film apart. The effect of these faults on depth has not been calculated. The depths above are therefore results of the transport model, not predictions of measured ranges; the exact $1/N$ law belongs to the same model.
